# Singlet-triplet gap and 4f occupation of a formally cerium(IV) complex, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: writing out the determinants

### A case with equal energies

Reduce a cerium complex to two orbitals and two electrons. The orbital $L$ belongs to the ligands and the orbital $f$ is a 4f orbital of cerium. The label Ce(IV) suggests that both electrons sit in $L$ and that the 4f shell is empty. This is the closed-shell configuration 4f$^0$. Moving one electron from $L$ to $f$ gives a 4f$^1$ configuration with a hole on the ligands.

Suppose first that the two configurations have the same energy, taken as zero, and that an electron can hop between the orbitals with amplitude $t$. From 4f$^0$ either the spin-up or the spin-down electron can hop. The two results are different, orthogonal states, each reached with an amplitude of size $|t|$. Together they form one normalized state reached with amplitude $\sqrt{t^2+t^2}=\sqrt2\,|t|$.

Two states of equal energy coupled by $\sqrt2\,|t|$ mix in equal parts. Their energies become $-\sqrt2\,|t|$ and $+\sqrt2\,|t|$. The lower state contains half a 4f electron on average, although the complex is formally cerium(IV).

If the two electrons have parallel spins, they cannot both occupy $L$. The triplet therefore has no 4f$^0$ partner and stays at zero. It lies $\sqrt2\,|t|$ above the ground state. For $t=0.80$ eV this gap is 1.13 eV.

The general problem differs in one respect: the two configurations have different energies.

### The model and its energies

Let $L$ and $f$ be real, normalized and mutually orthogonal. All other electrons form a fixed closed-shell core $|c\rangle$. The operators $L_\sigma^\dagger$ and $f_\sigma^\dagger$ create an electron of spin $\sigma$ in the two orbitals. The nuclei are fixed, and spin-orbit coupling is left out for now.

Let $e_L$ and $e_f$ be the orbital energies in the field of the core. Let $U_{LL}$, $U_{fL}$ and $U_{ff}$ be the Coulomb energies of two electrons in the orbitals named. The configuration energies are

$$E(4f^0L^2)=2e_L+U_{LL},$$

$$E(4f^1L^1)=e_f+e_L+U_{fL},$$

$$E(4f^2L^0)=2e_f+U_{ff}.$$

The charge-transfer energy is the difference between the first two:

$$\Delta=E(4f^1L^1)-E(4f^0L^2)=e_f-e_L+U_{fL}-U_{LL}.$$

It may have either sign. A positive $\Delta$ places the empty 4f shell lower before mixing, and a negative $\Delta$ places 4f$^1$ lower. Since $\Delta$ contains Coulomb energies, it is not a difference of orbital energies alone.

Measured from 4f$^0$, the third configuration lies at

$$2(e_f-e_L)+U_{ff}-U_{LL}=2\Delta+U,$$

$$U=U_{ff}+U_{LL}-2U_{fL}.$$

The second line follows on replacing $e_f-e_L$ by $\Delta-U_{fL}+U_{LL}$. The model omits 4f$^2$, which is reasonable when its distance from the mixed state is large compared with the hopping. The size of this omission is found in the second half.

The hopping operator is

$$H_t=t\sum_\sigma\left(f_\sigma^\dagger L_\sigma+L_\sigma^\dagger f_\sigma\right).$$

Here $t$ is an effective amplitude for the transition between 4f$^0$ and 4f$^1$. It includes the average field of the electron that does not move. Its sign can be reversed by changing the sign of one orbital, so energies and occupations can depend only on $t^2$.

### Why the singlet couples and the triplet does not

Write the closed-shell state as

$$|0\rangle=L_\uparrow^\dagger L_\downarrow^\dagger|c\rangle.$$

The spin-up hop gives

$$f_\uparrow^\dagger L_\uparrow L_\uparrow^\dagger L_\downarrow^\dagger|c\rangle=f_\uparrow^\dagger L_\downarrow^\dagger|c\rangle\equiv|a\rangle,$$

because $L_\uparrow L_\uparrow^\dagger$ acts as one when the spin-up ligand place is empty. In the spin-down hop, $L_\downarrow$ must first pass $L_\uparrow^\dagger$. Exchanging two fermion operators costs a minus sign:

$$f_\downarrow^\dagger L_\downarrow L_\uparrow^\dagger L_\downarrow^\dagger|c\rangle=-f_\downarrow^\dagger L_\uparrow^\dagger|c\rangle\equiv-|b\rangle.$$

Hence

$$H_t|0\rangle=t\left(|a\rangle-|b\rangle\right).$$

Define two normalized combinations,

$$|S\rangle=\frac{|a\rangle-|b\rangle}{\sqrt2},\qquad |T_0\rangle=\frac{|a\rangle+|b\rangle}{\sqrt2}.$$

To identify their spin, apply the total raising operator, which turns one spin-down electron into a spin-up electron. From either $|a\rangle$ or $|b\rangle$ it produces $f_\uparrow^\dagger L_\uparrow^\dagger|c\rangle$. The difference is therefore annihilated, and $|S\rangle$ is a singlet. The sum is raised to a state with two parallel spins, so $|T_0\rangle$ belongs to the triplet.

Since $|a\rangle-|b\rangle=\sqrt2\,|S\rangle$, the matrix elements are

$$\langle S|H_t|0\rangle=\sqrt2\,t,\qquad \langle T_0|H_t|0\rangle=\frac{t(1-1)}{\sqrt2}=0.$$

The two spin paths add in the singlet and cancel in the triplet. With direct exchange left out, both open-shell states start at $\Delta$. The triplet remains there:

$$E_T=\Delta.$$

### Solving the singlet problem

In the order $|0\rangle$, $|S\rangle$, the singlet Hamiltonian is

$$H=\begin{pmatrix}0&\sqrt2\,t\\ \sqrt2\,t&\Delta\end{pmatrix}.$$

Its eigenvalues make the determinant of $H-E$ vanish:

$$(-E)(\Delta-E)-2t^2=E^2-\Delta E-2t^2=0.$$

With

$$W=\sqrt{\Delta^2+8t^2},$$

the lower root is

$$E_S=\frac{\Delta-W}{2}.$$

The upper root is $(\Delta+W)/2$, so $W$ is the distance between the two singlets.

Write the ground state as $c_0|0\rangle+c_1|S\rangle$. The first row of the eigenvalue equation gives $\sqrt2\,t\,c_1=E_Sc_0$. Combined with $c_0^2+c_1^2=1$, it gives the 4f occupation

$$n_f=c_1^2=\frac{E_S^2}{E_S^2+2t^2}.$$

The eigenvalue equation allows $2t^2$ to be replaced by $E_S^2-\Delta E_S$. After one factor $E_S$ is cancelled,

$$n_f=\frac{E_S}{2E_S-\Delta}=\frac{(\Delta-W)/2}{-W}.$$

Therefore

$$n_f=\frac12\left(1-\frac{\Delta}{W}\right).$$

The singlet-triplet gap is

$$G=E_T-E_S=\Delta-\frac{\Delta-W}{2}=\frac{\Delta+W}{2}.$$

For nonzero $t$, $W>|\Delta|$, so $G$ is positive for either sign of $\Delta$. In this model the ground state is a singlet even when it is mostly 4f$^1$. The gap is vertical, meaning that both energies are taken at the same nuclear positions.

The occupation $n_f$ is the weight of one configuration in a chosen orbital basis. It is not the charge of the cerium ion, which also depends on the 5d and 6s electrons and on how shared density is assigned.

### Limits and inversion

Let $x=t^2/\Delta^2$. For large positive $\Delta$, expand $W=\Delta\sqrt{1+8x}$ using $\sqrt{1+8x}=1+4x-8x^2+\ldots$ and $1/\sqrt{1+8x}=1-4x+\ldots$. This gives

$$G\simeq\Delta+\frac{2t^2}{\Delta},\qquad n_f\simeq\frac{2t^2}{\Delta^2}.$$

The ground state is nearly 4f$^0$, and a small admixture lowers it. For large negative $\Delta$, $W=|\Delta|\sqrt{1+8x}$ and $\Delta=-|\Delta|$, so

$$G\simeq\frac{2t^2}{|\Delta|},\qquad 1-n_f\simeq\frac{2t^2}{\Delta^2}.$$

The gap is now the small energy that the 4f$^1$ singlet gains by a virtual return to 4f$^0$. These expansions require $8x<1$. The negative limit also requires $|\Delta|$ well below $U/2$, because at $\Delta=-U/2$ the omitted 4f$^2$ configuration has the same energy as 4f$^0$.

If $G$ and $W$ are known, the model can be inverted. From $2G=\Delta+W$,

$$\Delta=2G-W,\qquad n_f=\frac{W-\Delta}{2W}=1-\frac{G}{W}.$$

Also $W-G=(W-\Delta)/2$, and hence

$$G(W-G)=\frac{W^2-\Delta^2}{4}=2t^2.$$

These relations are exact only within the two-configuration model. If the energies of case A below include the spin-orbit coupling assumed later, the inversion returns $n_f=0.23$ and $\Delta=1.65$ eV instead of 0.17 and 2.0 eV. In case B the exchange assumed later turns the inferred $t$ from 0.40 into 0.33 eV. The value of $W$ must belong to the second singlet formed from the same pair of orbitals. Hopping connects orbitals of the same symmetry, so the two singlets also share their symmetry. The electric-dipole transition between them then needs a totally symmetric component of the dipole. In a complex with an inversion centre, and also in nonpolar groups without one such as $D_2$, $D_{2d}$ and $D_{4d}$, it is forbidden at fixed nuclei. A strong charge-transfer band there must come from another pair of states.

### Two numerical cases

Case A has $\Delta=2.0$ eV and $t=0.80$ eV. Then

$$W=\sqrt{2.0^2+8(0.80)^2}\ \text{eV}=3.02\ \text{eV},$$

$$n_f=\frac12\left(1-\frac{2.0}{3.02}\right)=0.169,$$

$$G=\frac{2.0+3.02}{2}\ \text{eV}=2.51\ \text{eV}.$$

The gap equals 242 kJ/mol. The weak-mixing formula would give $n_f\simeq0.32$, nearly twice the model's value. Here $8x=1.28$, so that expansion does not apply.

Case B has $\Delta=-1.0$ eV and $t=0.40$ eV. It gives $W=1.51$ eV, $n_f=0.831$ and $G=0.255$ eV, or 24.6 kJ/mol. The ratio $t/|\Delta|$ is the same as in case A, while $\Delta$ has the opposite sign. The two occupations therefore add to one.

With $t$ held at 0.80 eV, a scan of $\Delta$ gives:

| $\Delta$ (eV) | $n_f$ | $G$ (eV) |
|---:|---:|---:|
| −2.0 | 0.831 | 0.510 |
| −1.0 | 0.702 | 0.737 |
| 0.0 | 0.500 | 1.131 |
| 1.0 | 0.298 | 1.737 |
| 2.0 | 0.169 | 2.510 |
| 4.0 | 0.065 | 4.298 |

The rows with negative $\Delta$ depend on the omission of 4f$^2$. With $U=6.0$ eV, as assumed later, the first row becomes $n_f=0.91$ with a gap of 0.74 eV for one 4f orbital, or 0.58 eV with a second, non-hopping one. The occupation changes smoothly through one half. Within this model there is no value of $\Delta$ at which cerium switches abruptly from one valence to the other.

### Direct exchange can reverse the order

The Coulomb interaction also contains an exchange energy $K>0$. The spatial part of an open-shell state is

$$\frac{f(1)L(2)\pm L(1)f(2)}{\sqrt2},$$

with plus for the singlet and minus for the triplet. The squared terms give $U_{fL}$. The cross terms give $+K$ for the singlet and $-K$ for the triplet, where, in atomic units, $K=\iint f(1)L(1)\,r_{12}^{-1}\,f(2)L(2)\,d^3r_1\,d^3r_2$. This is twice the electrostatic self-energy of the product density $fL$, and it is therefore positive.

If $\Delta$ now denotes the midpoint of the two open-shell energies, the triplet lies at $\Delta-K$. The uncoupled singlet lies at $\Delta+K$. Replacing $\Delta$ by $\Delta+K$ in $E_S$ gives

$$G_K=\Delta-K-\left[\frac{\Delta+K}{2}-\sqrt{\frac{(\Delta+K)^2}{4}+2t^2}\right].$$

Collecting terms,

$$G_K=\frac{\Delta-3K}{2}+\sqrt{\frac{(\Delta+K)^2}{4}+2t^2}.$$

To find when the singlet remains lowest, consider $p(E)=E^2-(\Delta+K)E-2t^2$, whose roots are the two singlet energies. The upper root is at least $\Delta+K$, so the triplet lies below it. The triplet is above the lower root when $p(\Delta-K)<0$:

$$(\Delta-K)^2-(\Delta+K)(\Delta-K)-2t^2=-2K(\Delta-K)-2t^2<0.$$

The condition is therefore

$$t^2>K(K-\Delta).$$

Equality gives the exchange energy that closes the gap,

$$K_c=\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+t^2}.$$

For an assumed $K=0.05$ eV, the gap of case A falls from 2.51 to 2.45 eV, and $K_c=2.28$ eV is far away. In case B the gap falls from 0.255 to 0.164 eV, and $K_c$ is 0.14 eV. A singlet ground state is thus secure against modest exchange in case A but needs a quantitative estimate of $K$ in case B.

## Second derivation: an equation for the energy

### What is carried over

The state $|0\rangle$ is closed-shell 4f$^0$, with energy zero. The configuration 4f$^1$ with a ligand hole has energy $\Delta$, and $t$ is the hopping amplitude. The first derivation gave

$$W=\sqrt{\Delta^2+8t^2},\quad n_f=\frac12\left(1-\frac{\Delta}{W}\right),\quad G=\frac{\Delta+W}{2},$$

where $n_f$ is the 4f occupation of the singlet ground state and $G$ is the vertical gap to the triplet. The ground-state energy is $E_S=\Delta-G$. The energy of 4f$^2$ is $2\Delta+U$, and 4f$^2$ is again left out at first. So are direct exchange and spin-orbit coupling.

Writing out the determinants has given the 4f occupation and the singlet-triplet gap for one orbital pair, and has shown that direct exchange can reverse the order of the two states. It remains to derive the same result from an equation for the energy, extend it to several orbitals, and estimate the effects of spin-orbit coupling, 4f$^2$ and nuclear motion.

Numerical values quoted here were computed with a short program.
